# Stress and wafer curvature of a film etched into tall narrow lines

## What symmetry and dimensions fix

A stressed film on a wafer is etched into long parallel lines of width $w$, height $h$ and pitch $p$, covering the fraction $f=w/p$. Let $x$ run along the lines, $y$ across them and $z$ upward from the wafer surface. Subscripts $f$ and $s$ on a modulus $E$ or Poisson ratio $\nu$ mean film and substrate. Curvature $\kappa$ is positive when the wafer is concave toward the film.

Seen from far away, the lines pull on the wafer with forces per unit length $N_x$ and $N_y$. For small deflections the response is linear, and an isotropic plate cannot tell $x$ from $y$. Hence

$$\kappa_x=\alpha N_x+\beta N_y,\qquad \kappa_y=\beta N_x+\alpha N_y .$$

For lines much thinner than the wafer thickness $h_s$, the coefficients can depend on $E_s$, $h_s$ and $\nu_s$ alone. Since $N/(E_sh_s^2)$ is an inverse length, each is $1/(E_sh_s^2)$ times a function of $\nu_s$. If $N_y=0$, then $\kappa_y/\kappa_x=\beta/\alpha$ depends on $\nu_s$ alone: film stress, film modulus and pitch cancel.

Dimensions also show how $N_y$ can vanish. The side walls are free, so transverse stress enters a line through its foot. If it stays near the foot, the integral of $\sigma_{yy}$ over the cross-section of one line cannot depend on $h$. It has the dimension of a force, so it must be a number $c$, set by elastic constants and $w/p$, times $\sigma_m w^2$, where $\sigma_m$ is the stress before etching. Dividing by the area $wh$ gives

$$\langle\sigma_{yy}\rangle=c\,\sigma_m\frac{w}{h}.$$

The vanishing of the transverse stress is thus a statement about the mean, in the limit $h/w\to\infty$. It remains to prove the confinement and to find $\beta/\alpha=-\nu_s$. The algebra contains no $\hbar$ or electron charge and reads the same in atomic units.

## First derivation: balance of forces and moments

**Stress in a line.** The film is isotropic, elastic and perfectly bonded. On a flat wafer it carries an elastic mismatch strain $\varepsilon_m$ along both $x$ and $y$. In the unetched film $\sigma_{zz}=0$ and $\sigma_{xx}=\sigma_{yy}=\sigma_m$, so Hooke's law $E_f\varepsilon_m=\sigma_m-\nu_f\sigma_m$ gives $\sigma_m=E_f\varepsilon_m/(1-\nu_f)$.

After etching, a long line away from its ends is still held at $\varepsilon_m$ along $x$, apart from the small strain of the wafer. Therefore

$$\sigma_{xx}=E_f\varepsilon_m+\nu_f(\sigma_{yy}+\sigma_{zz}).\tag{1}$$

Put $a=w/2$, with walls at $y=\pm a$ where $\sigma_{yy}=\sigma_{yz}=0$. Integrating the vertical balance $\partial_y\sigma_{yz}+\partial_z\sigma_{zz}=0$ across the line shows that $\int\sigma_{zz}\,dy$ does not depend on $z$. It is zero at the free top, hence at every height, and $\langle\sigma_{zz}\rangle=0$.

Now multiply the transverse balance $\partial_y\sigma_{yy}+\partial_z\sigma_{yz}=0$ by $y$ and integrate across the line. By parts, $\int y\,\partial_y\sigma_{yy}\,dy=[y\sigma_{yy}]-\int\sigma_{yy}\,dy$, and the bracket vanishes at the walls. So

$$\int\sigma_{yy}\,dy=\frac{dQ}{dz},\qquad Q(z)=\int y\,\sigma_{yz}\,dy .$$

Since $Q(h)=0$ at the free top, integration over the height gives

$$\langle\sigma_{yy}\rangle=-\frac{Q(0)}{wh}.\tag{2}$$

The whole transverse force is supplied by the shear at the foot. In tension the wafer, on the whole, pulls the foot outward. The outward normal of the foot is $-z$, so an outward pull at $y>0$ means negative $\sigma_{yz}$, and $Q(0)<0$. The second derivation proves this sign from the positive energy of the foot.

**Confinement to the foot.** Write $\sigma_{yy}=\partial_z^2\phi$, $\sigma_{zz}=\partial_y^2\phi$ and $\sigma_{yz}=-\partial_y\partial_z\phi$, which satisfies both balances. Eliminating $\sigma_{xx}$ with (1), Hooke's law reads, up to constants,

$$\varepsilon_{yy}=\frac{1+\nu_f}{E_f}\left[(1-\nu_f)\sigma_{yy}-\nu_f\sigma_{zz}\right],\qquad \gamma_{yz}=\frac{2(1+\nu_f)}{E_f}\sigma_{yz},$$

and likewise for $\varepsilon_{zz}$. The compatibility condition $\partial_z^2\varepsilon_{yy}+\partial_y^2\varepsilon_{zz}=\partial_y\partial_z\gamma_{yz}$ becomes

$$(1-\nu_f)(\phi_{zzzz}+\phi_{yyyy})-2\nu_f\phi_{yyzz}=-2\phi_{yyzz},$$

that is, $\nabla^4\phi=0$. Solutions that are even in $y$ and decay upward are

$$\phi=e^{-\gamma z/a}\left[A\cos\frac{\gamma y}{a}+B\,\frac ya\sin\frac{\gamma y}{a}\right].$$

Free walls require $\phi=\partial_y\phi=0$ at $y=a$:

$$A\cos\gamma+B\sin\gamma=0,\qquad -A\gamma\sin\gamma+B(\sin\gamma+\gamma\cos\gamma)=0 .$$

A nonzero solution needs a vanishing determinant, $\cos\gamma(\sin\gamma+\gamma\cos\gamma)+\gamma\sin^2\gamma=0$. Since $\cos^2\gamma+\sin^2\gamma=1$, this is

$$2\gamma+\sin2\gamma=0 .$$

The slowest decaying root is $2\gamma=4.2124+2.2507i$. As $\gamma z/a=2\gamma z/w$, the amplitude falls by a factor $e$ every $w/4.21$. Once $h$ is several times this length, raising the line adds no transverse force, $Q(0)$ is independent of $h$, and $\langle\sigma_{yy}\rangle=c\sigma_mw/h$. The mean of (1) then tends to $\langle\sigma_{xx}\rangle=E_f\varepsilon_m=(1-\nu_f)\sigma_m$.

**Response of the wafer.** Let $Z=z+h_s/2$ be the height above the wafer's mid-plane. In the wafer

$$u_x=(e_x-\kappa_xZ)x,\quad u_y=(e_y-\kappa_yZ)y+\tilde u_y,\quad u_z=\tfrac12\kappa_xx^2+\tfrac12\kappa_yy^2+\tilde u_z,$$

where $\tilde u$ has the period $p$ in $y$ and describes the uneven deformation under the lines. Let a bar denote the average over one period. The average of $\partial_y\tilde u_y$ is zero at each depth, so

$$\int Z\,\bar\varepsilon_{yy}\,dZ=-\kappa_y\int_{-h_s/2}^{h_s/2}Z^2\,dZ=-\frac{\kappa_yh_s^3}{12}.$$

Averaging the vertical balance makes $\bar\sigma_{zz}$ constant through the wafer; it is zero at the free bottom and so everywhere. With $m_i=\int Z\bar\sigma_{ii}\,dZ$, Hooke's law turns the left side into $(m_y-\nu_sm_x)/E_s$.

The wafer carries no external load, so the moment on any complete cut is zero. Averaged over a period, the wafer's moment cancels that of the lines: $m_i=-M_i$, with $M_i=p^{-1}\int Z\sigma_{ii}\,dy\,dz$ taken over one line. Hence

$$\kappa_y=\frac{12}{E_sh_s^3}(M_y-\nu_sM_x),\qquad \kappa_x=\frac{12}{E_sh_s^3}(M_x-\nu_sM_y).\tag{3}$$

For $h\ll h_s$ the lines sit at $Z\approx h_s/2$, so $M_i=N_ih_s/2$ with $N_i=fh\langle\sigma_{ii}\rangle$, and

$$\kappa_x=\frac{6(N_x-\nu_sN_y)}{E_sh_s^2},\qquad \kappa_y=\frac{6(N_y-\nu_sN_x)}{E_sh_s^2}.\tag{4}$$

This is the form required by symmetry, with $\beta/\alpha=-\nu_s$. With $r=N_y/N_x$,

$$\frac{\kappa_y}{\kappa_x}=\frac{r-\nu_s}{1-\nu_sr}=-\nu_s+(1-\nu_s^2)\,r+O(r^2),\tag{5}$$

and for tall lines $r\approx c\,w/[(1-\nu_f)h]$. As $h/w\to\infty$ the ratio tends to $-\nu_s$.

Lines in tension compress the top of the wafer along $x$ and bend it concave that way. The compressed upper part widens along $y$ and the stretched lower part narrows, so the wafer becomes convex across the lines: a saddle. An unetched film has $r=1$, and (4) then gives Stoney's formula, $\kappa_x=\kappa_y=6\sigma_mh(1-\nu_s)/(E_sh_s^2)$.

## Second derivation: minimum of the elastic energy

Let $\varepsilon_x$ and $\varepsilon_y$ be the plate strains at the wafer surface. The foot of a line must take the elastic strains $A_x=\varepsilon_m+\varepsilon_x$ and $A_y=\varepsilon_m+\varepsilon_y$. Write the field in the line as a sum of two parts.

The first is uniform uniaxial tension $E_fA_x$ along $x$, with free lateral strain $-\nu_fA_x$. The second, the foot field, has no strain along $x$ and supplies the transverse strain still missing at the foot, $\delta=A_y+\nu_fA_x$. Their cross energy is the uniaxial stress times the foot field's strain along $x$, which is zero. The wafer may deform locally under the line as well. That periodic field has no cross energy with the plate field, because its average strain along $y$ is zero and the plate stress has no $zz$ or shear part. So, per unit length of line,

$$W=\tfrac12E_fA_x^2\,wh+\tfrac12k\,\delta^2w^2 .\tag{6}$$

The second term is quadratic by linearity, and $w^2$ supplies the dimension; $k>0$ is a modulus that may still depend on $h/w$.

**A bound on the foot energy.** The true field has the least energy, so any admissible trial field bounds $k$ from above. Leave the wafer locally undeformed and take $u_y=\delta\,y(1-z/L)$ for $z<L$, zero above, with $u_z=0$. Then $\varepsilon_{yy}=\delta(1-z/L)$ and $\gamma_{yz}=-\delta y/L$. With shear modulus $G=E_f/[2(1+\nu_f)]$ and constrained modulus $M=E_f(1-\nu_f)/[(1+\nu_f)(1-2\nu_f)]$, the energy is

$$\tfrac12\delta^2\left[\frac{MwL}{3}+\frac{Gw^3}{12L}\right].$$

It is least where the two terms are equal, at $L=\tfrac12w\sqrt{G/M}$, and the bracket is then $\tfrac13w^2\sqrt{MG}$. Therefore $k\le\tfrac13\sqrt{MG}$ for every $h\ge L$, however tall the line.

**Forces.** Stretching the plate by $d\varepsilon_y$, with the line following uniformly, does work $\langle\sigma_{yy}\rangle wh\,d\varepsilon_y$ on the line. So the derivatives of $W$ are the mean stresses times $wh$:

$$\langle\sigma_{yy}\rangle=k\,\delta\,\frac wh,\qquad \langle\sigma_{xx}\rangle=E_fA_x+\nu_f\langle\sigma_{yy}\rangle .$$

With $k$ bounded, the transverse mean vanishes at least as fast as $w/h$. Neglecting the wafer strain, $\delta=(1+\nu_f)\varepsilon_m=(1-\nu_f^2)\sigma_m/E_f$. Comparison with the first derivation gives $c=k(1-\nu_f^2)/E_f$, and the bound becomes

$$0<c\le\frac{1-\nu_f}{3}\sqrt{\frac{1-\nu_f}{2(1-2\nu_f)}} .\tag{7}$$

**Curvatures.** Per unit area the wafer stores

$$\tfrac12D(\kappa_x^2+\kappa_y^2+2\nu_s\kappa_x\kappa_y)+\tfrac12S(e_x^2+e_y^2+2\nu_se_xe_y),$$

with $D=E_sh_s^3/[12(1-\nu_s^2)]$ and $S=E_sh_s/(1-\nu_s^2)$. The surface strains are $\varepsilon_i=e_i-\kappa_ih_s/2$. Adding $W/p$ and setting the derivatives with respect to the curvatures to zero,

$$D(\kappa_x+\nu_s\kappa_y)=\tfrac12h_sN_x,\qquad D(\kappa_y+\nu_s\kappa_x)=\tfrac12h_sN_y .$$

When $N_y\to0$ the second equation reads $\kappa_y=-\nu_s\kappa_x$. For general $N_y$, solving the pair gives (4) again.

The derivatives with respect to $e_x$ and $e_y$ size the neglected wafer strain. For $N_y=0$ they give $e_x=-N_x/(E_sh_s)$, while $\kappa_xh_s/2=3N_x/(E_sh_s)$. The surface strain is thus $\varepsilon_x=-4N_x/(E_sh_s)$.

## Worked example: tungsten lines on silicon

The values are rough and typical of tungsten on a 300 mm (001) silicon wafer: $E_f=400$ GPa, $\nu_f=0.28$, $\sigma_m=1000$ MPa, $w=50$ nm, $p=100$ nm, $h=400$ nm, $h_s=775$ µm. Thus $f=0.5$ and $h/w=8$.

The lines lie along a cube axis of the silicon. There Hooke's law for normal strains has the isotropic form, and the shear modulus does not enter the averages behind (3). With $C_{11}=166$ and $C_{12}=64$ GPa, $\nu_s=C_{12}/(C_{11}+C_{12})=0.2783$ and $E_s=C_{11}-2\nu_sC_{12}=130.4$ GPa.

**The limit.** The mismatch strain is $\varepsilon_m=0.72\times1/400=0.0018$. The stress along a tall line is $400\ \text{GPa}\times0.0018=720$ MPa, or $4.49\times10^{-3}$ eV/Å$^3$. Then $N_x=0.5\times400\ \text{nm}\times0.72\ \text{GPa}=144$ N/m, and

$$\kappa_x=\frac{6\times144}{130.4\times10^9\,(7.75\times10^{-4})^2}=0.01103\ \text{m}^{-1},\qquad \kappa_y=-0.2783\,\kappa_x=-0.00307\ \text{m}^{-1}.$$

These are $1.10\times10^{-12}$ and $-3.07\times10^{-13}$ Å$^{-1}$. The unetched film gives $+0.0221$ m$^{-1}$ both ways. Along the lines, etching multiplies the curvature by $f(1-\nu_f)/(1-\nu_s)$, which is close to one half here because $f=0.5$ and $\nu_f\approx\nu_s$. Across the lines it reverses the sign.

**Finite height.** A finite-element solution of the elastic problem, with the strains and curvatures of the wafer left free, gives $\langle\sigma_{yy}\rangle=5.5$ MPa and $c=0.044$. The bound (7) is $0.24\times\sqrt{0.72/0.88}=0.22$, so it holds with room to spare. The stress profile higher up the line gives a decay root of $4.213+2.251i$, in agreement with the wall condition; the decay length is 11.9 nm.

The force and curvature ratios are:

| $h/w$ | $r$ | $\kappa_y/\kappa_x$ |
|---|---|---|
| 0.5 | 0.1130 | −0.1707 |
| 2 | 0.0305 | −0.2499 |
| 4 | 0.0153 | −0.2641 |
| 8 | 0.0077 | −0.2712 |
| 16 | 0.0039 | −0.2747 |

The stress is singular at the corner of the foot, so the last digits depend on the mesh. With the corner fully resolved, $r$ is about 0.5% lower: the first row becomes 0.1124 and $-0.1712$, and the other entries move by at most 0.0002.

At $h/w=8$, equation (5) gives $-0.2783+0.9225\times0.0077=-0.2712$, as computed. This is 2.6% smaller in magnitude than $\nu_s$. From $h/w=2$ upward, $r$ halves with each doubling of the height. Extrapolation in $w/h$ gives $-0.2782$.

The computed $\kappa_x$ lies 0.26% below the limit formula. The wafer strain $4N_x/(E_sh_s)=5.7\times10^{-6}$ removes 0.32% of $\varepsilon_m$, while the lines' mean height $h/2$ above the surface lengthens their lever arm by $h/h_s=0.05\%$. The foot stress adds two more terms: it raises $N_x$ by $\nu_f\langle\sigma_{yy}\rangle$, about 0.2%, and lowers $\kappa_x$ by about 0.2% through $-\nu_sN_y$. These two nearly cancel here because $\nu_f\approx\nu_s$, so the first two effects account for the difference.

**Lines along ⟨110⟩.** On (001) wafers with the common ⟨110⟩ notch, lines parallel or perpendicular to the notch direction run along ⟨110⟩, and the cube-axis constants no longer apply. With $C_{44}=80$ GPa, the stiffnesses referred to ⟨110⟩ axes are $C'_{11}=115+80=195$ and $C'_{12}=115-80=35$ GPa. Setting the vertical stress to zero subtracts $C_{12}^2/C_{11}=24.67$ GPa from each, so the directional Poisson ratio is $10.33/170.33=0.061$. This replaces $\nu_s$. For the same geometry the computed ratio moves from $-0.2712$ to $-0.0525$ ($-0.0526$ with the corner fully resolved), and the foot correction is now 13% of the limiting value. A dielectric that fills the gaps removes the free walls, so stress that arises during or after filling is outside this result.

**Large deflection.** A saddle cannot form without stretching the mid-plane. For an estimate, treat the wafer as isotropic with the cube-axis constants. For uniform curvatures on a free disc of radius $R$, with $K=\kappa_x\kappa_y$, the in-plane stress function obeys $\nabla^4\phi=-E_sK$. With $\phi=\phi'=0$ at the edge, $\phi=-E_sK(R^2-\rho^2)^2/64$, where $\rho$ is the distance from the centre. Then $\nabla^2\phi=-E_sK(2\rho^2-R^2)/8$. The disc average of $(2\rho^2-R^2)^2$ is $R^4/3$, so the stretching energy per area, $h_s/(2E_s)$ times the average of $(\nabla^2\phi)^2$, is $E_sh_sK^2R^4/384$. (The remaining term of the energy, proportional to $\phi_{xx}\phi_{yy}-\phi_{xy}^2$, integrates to zero with these edge conditions.) Adding its derivative to the second curvature equation with $N_y=0$,

$$\frac{\kappa_y}{\kappa_x}=-\frac{\nu_s}{1+(1-\nu_s^2)\kappa_x^2R^4/(16h_s^2)} .$$

For $R=150$ mm the limit moves from $-0.2783$ to $-0.2766$. This is the ratio of the curvatures averaged over the disc; the curvature is not quite uniform, and at the centre the ratio is about $-0.275$. The same stretching lowers the curvature under the unetched film from 0.0221 to about 0.0217 m$^{-1}$. The effect grows as $\kappa_x^2R^4$, so it matters for thinner wafers or stronger films.

**Temperature.** With rough expansion coefficients of 4.5 and 2.6 ppm/K, a drift of 10 K changes $\varepsilon_m$ by 1.1%. For small deflections it scales both curvatures and leaves their ratio unchanged.

**Gravity.** The curvatures above are those of a wafer free of external loads. An isotropic plate with the cube-axis constants, held level around its whole edge, would sag under its own weight by an estimated 106 µm, comparable with the bow of 124 µm along the lines. The ratio cannot be measured on such a support: the edge of a saddle rises and falls around the wafer, so a level edge suppresses the saddle. Three point supports leave the wafer free to bend, and their forces are fixed by its weight alone. For small deflections, subtracting the shape of the bare wafer on the same three points then removes the effect of gravity. Once the mid-plane stretches, sag and film bending are coupled and the subtraction is only approximate. For this wafer, film side up on three points near the edge, the error in the ratio is about 0.005 in the disc average and about 0.01 at the centre, as large as the foot correction of 0.007.

## What each derivation assumes

Both derivations need free side walls, long lines that stay straight, small deflection and an elastic wafer free of external loads. In compression a line buckles sideways once it is tall enough, so the limit $h/w\to\infty$ is then out of reach. Both also neglect surface stress and any layer left unetched between the lines. In the example $N_y=fh\langle\sigma_{yy}\rangle$ is only 1.1 N/m, so an extra biaxial force of 1 N/m, such as 1 nm of film at 1 GPa, moves the ratio from $-0.271$ to about $-0.265$. A surface stress of 1 N/m on the side walls changes $N_x$ by $2h(1-\nu_f)/p$ times that stress, or 4%. On a real stack such terms can be as large as the finite-height corrections computed above. The two derivations differ in what they ask of the film.

The balance argument uses elasticity of the film for the decay root and for (1). Equations (2) and (3) hold whatever the film is made of, and (3) holds at any ratio $h/h_s$. If a line yields, and the shear stress at its foot cannot exceed $\tau$, then $|Q(0)|\le\tau\int|y|\,dy=\tau w^2/4$ and $|\langle\sigma_{yy}\rangle|\le\tau w/(4h)$. The transverse mean still vanishes for tall lines. For thin lines the ratio still tends to $-\nu_s$ if the mean stress along the lines does not vanish as well, although $N_x$ itself may change.

The energy argument needs a film with a stored elastic energy and, as written, lines thin compared with the wafer. In return it does not need the stress field or its decay. One trial displacement proves that the transverse mean falls at least as fast as $w/h$, and positive energy fixes the sign of $c$. For an elastic film in this thin-line regime, $r$ is therefore positive, and a finite height raises the curvature ratio above $-\nu_s$, as the table shows.

The numerical output follows.

## Table of computed values

```
film Young modulus (rough)             400 GPa
film Poisson ratio (rough)             0.28
silicon C11, C12, C44 (rough)          166, 64, 80 GPa
substrate E along cube axis            130.4 GPa
substrate nu_s along cube axis         0.2783
line width, pitch, height              50, 100, 400 nm
covered fraction                       0.50
wafer thickness, radius                775 um, 150 mm
blanket film stress                    1000 MPa
mismatch strain                        0.00180
tall-line limit of stress along line   720.0 MPa
  same                                 4.494e-03 eV/angstrom^3
computed mean stress along line        719.3 MPa
computed mean stress across line       5.53 MPa
foot coefficient c                     0.0442
change of c on finer mesh              0.311 %
decay root 2*gamma                     4.2124 + 2.2507 i
decay root from stress profile         4.213 + 2.251 i
stress decay length w/Re(2*gamma)      11.87 nm
tall-line force per length N_x         144.0 N/m
blanket curvature, Stoney              0.022119 1/m
blanket curvature, computed            0.021991 1/m
tall-line limit, curvature along       0.011033 1/m
  same                                 1.103e-12 1/angstrom
tall-line limit, curvature across      -0.003070 1/m
  same                                 -3.070e-13 1/angstrom
computed curvature along               0.011004 1/m
computed curvature across              -0.002984 1/m
h/w  0.5: force ratio r, curvature ratio 0.1130, -0.1707
h/w  2.0: force ratio r, curvature ratio 0.0305, -0.2499
h/w  4.0: force ratio r, curvature ratio 0.0153, -0.2641
h/w  8.0: force ratio r, curvature ratio 0.0077, -0.2712
h/w 16.0: force ratio r, curvature ratio 0.0039, -0.2747
curvature ratio extrapolated in w/h    -0.2782
finite film effect on curvature along  -0.263 %
nu_s for lines along <110>             0.0606
computed ratio, lines along <110>      -0.0525
tall-line ratio with large deflection  -0.2766
bow along lines over wafer radius      123.8 um
silicon density (rough)                2330 kg/m^3
gravity sag, edge support (estimate)   105.5 um
film, wafer expansion (rough)          4.5, 2.6 ppm/K
mismatch change for 10 K drift         1.06 %
```
